Transmission of a Tight-Binding Wire with One Impurity Site, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: FROM THE WIRE TO THE TRANSMISSION FORMULA

1. What dimensions and symmetry fix

An electron with wave number k travels along a chain of identical sites and meets one site whose energy differs from the others by U. The hopping energy between neighbouring sites is t. The transmission probability T is a pure number, so it can depend on the two energies through their ratio alone:

T = F(U/t, k).

Mirror symmetry says more. Put the impurity at site n = 0 and measure length in lattice spacings, so that k is a pure number. The incident wave splits into an even and an odd part,

exp(ikn) = cos(kn) + i sin(kn).

The odd part vanishes at n = 0. It has no amplitude on the impurity and passes as if the impurity were absent. The even part is scattered, and by symmetry it sends out equal waves to both sides. Call their amplitude r. The complete wave is then

ψₙ = exp(ikn) + r exp(ik|n|).

On the left the added wave is the reflected wave, with amplitude r. On the right it adds to the incident wave, and the transmitted amplitude is

τ = 1 + r.

A static impurity with real U neither creates nor destroys electrons, so |τ|² + |r|² = 1; section 2 supplies the proof. Insert r = τ − 1:

|τ|² + |τ|² − 2 Re τ + 1 = 1,

hence

Re τ = |τ|².

For τ ≠ 0, divide by |τ|². Since 1/τ = τ*/|τ|², the real part of 1/τ equals Re τ/|τ|² = 1. Therefore

1/τ = 1 + ix, with x real,

T = |τ|² = 1/(1 + x²).

Symmetry and conservation have fixed the form of the answer. What remains is one real, dimensionless function x(U/t, k), which must vanish at U = 0. The lattice Green function supplies it, and the result will be x = U/(2t sin k).

2. The wire, its waves and its current

The wire is infinite, with one orbital per site. Electrons are treated as independent, and spin enters later as a factor of two. The energy of a host site is the zero of energy, and U is measured from it. The hopping matrix element is −t with t > 0. For a wave function ψₙ,

(H₀ψ)ₙ = −t(ψₙ₊₁ + ψₙ₋₁),

(Hψ)ₙ = (H₀ψ)ₙ + U δₙ₀ ψ₀.

Here δₙ₀ is 1 for n = 0 and 0 otherwise. The two bonds that join the impurity to its neighbours have the same t as all others. This is an assumption about the defect, and section 13 shows what changes without it.

In the host wire, insert ψₙ = exp(ikn):

(H₀ψ)ₙ = −t[exp(ik) + exp(−ik)] exp(ikn) = −2t cos k exp(ikn).

The energy is therefore

E = −2t cos k,     (1)

and the band runs from −2t to 2t. The group velocity, in sites per unit time, is

v = (1/ħ) dE/dk = (2t/ħ) sin k.     (2)

For 0 < k < π it is positive, so a wave incident from the left has k in this interval. With the opposite sign of hopping, the substitution ψₙ → (−1)ⁿψₙ restores the present form and shifts k by π. Since sin²k is unchanged by this shift, the transmission formula is unchanged.

The current follows from the Schrödinger equation. Write s for time, because t is taken:

dψₙ/ds = −(i/ħ)(Hψ)ₙ.

The probability on site n changes at the rate

d|ψₙ|²/ds = 2 Re(ψₙ* dψₙ/ds) = (2/ħ) Im[ψₙ*(Hψ)ₙ],

because Re(−iw) = Im w for any complex w. The impurity term contributes Im(U|ψ₀|²), which is zero for real U. The hopping terms leave

d|ψₙ|²/ds = −(2t/ħ) Im(ψₙ*ψₙ₊₁) − (2t/ħ) Im(ψₙ*ψₙ₋₁).

Define the current from site n to site n + 1 as

Jₙ = (2t/ħ) Im(ψₙ*ψₙ₊₁).     (3)

Then Jₙ₋₁ = (2t/ħ) Im(ψₙ₋₁*ψₙ) = −(2t/ħ) Im(ψₙ*ψₙ₋₁), where the sign changes because the two products are complex conjugates. The rate becomes

d|ψₙ|²/ds = Jₙ₋₁ − Jₙ,

which is inflow minus outflow. In a stationary state the left side vanishes and Jₙ is the same on every bond.

To the right of the impurity ψₙ = τ exp(ikn), and equation (3) gives

J = (2t/ħ) sin k |τ|² = v|τ|².

To the left ψₙ = exp(ikn) + r exp(−ikn). The product needed is

ψₙ*ψₙ₊₁ = exp(ik) + |r|² exp(−ik) + r exp[−ik(2n+1)] + r* exp[ik(2n+1)].

The last two terms are complex conjugates of each other, so their sum is real and carries no current. Hence

J = v(1 − |r|²).

Equating the two currents gives |τ|² + |r|² = 1, as used in section 1. It also identifies T = |τ|² as the transmitted current divided by the incident current. No velocity ratio appears, since both sides of the wire are the same.

3. The lattice Green function

The Green function is the response of the host wire to a source on a single site. To see which response is wanted, drive the wire at energy E with a source that is switched on slowly from the distant past:

iħ dψ/ds = H₀ψ + S exp(−iEs/ħ) exp(ηs/ħ), with η > 0.

The two exponentials combine into exp(−izs/ħ) with z = E + iη. Look for a response with the same time dependence, ψ = φ exp(−izs/ħ). The equation becomes

zφ = H₀φ + S, or φ = (z − H₀)⁻¹S.

The positive imaginary part thus states that the source came first and the wave followed. For a unit source on site 0, call the response g(n). The wire is uniform, so a source on site m gives g(n − m). Written out,

z g(n) + t[g(n+1) + g(n−1)] = δₙ₀.     (4)

Away from the source the right side is zero. A solution λⁿ requires

z + t(λ + 1/λ) = 0.

Put λ = exp(iκ), with κ complex:

z = −2t cos κ.     (5)

The two roots λ have product 1. Neither can lie on the unit circle, because κ would then be real and so would z. One root therefore decays to the right and the other to the left. Since the spectrum of H₀ is real and z is not, (z − H₀)⁻¹ is a bounded operator, and the response to a source on one site has a finite norm. It must decay on both sides:

g(n) = A exp(iκ|n|), with Im κ > 0.

The amplitude A follows from equation (4) at n = 0, where both neighbours have the value A exp(iκ):

A[z + 2t exp(iκ)] = 1.

With equation (5) the bracket is

−2t cos κ + 2t cos κ + 2it sin κ = 2it sin κ.

Hence

g(n) = exp(iκ|n|)/(2it sin κ).     (6)

The limit η → 0 must be taken with care, because a given E inside the band belongs to both k and −k. Write κ = a + ib with b > 0. Then

cos κ = cos a cosh b − i sin a sinh b,

and the real and imaginary parts of equation (5) are

E = −2t cos a cosh b,

η = 2t sin a sinh b.

Both η and sinh b are positive, so sin a > 0 and a lies between 0 and π. As η → 0, the product sin a sinh b goes to zero. If b stayed finite, sin a would have to vanish, and |E| would approach 2t cosh b, which is outside the band. For |E| < 2t, therefore, b → 0 and a → k with 0 < k < π. The result is

g(n) = exp(ik|n|)/(2it sin k) = −i exp(ik|n|)/(2t sin k).     (7)

This wave runs away from the source on both sides. Starting from η < 0 would have produced the complex conjugate, a wave that converges on the source.

An independent expression for g comes from the Bloch waves. Each wave number q contributes its amplitude divided by z − ε(q), with ε(q) = −2t cos q:

g(n) = ∫ dq/(2π) exp(iqn)/(z − ε(q)), over one period 2π.     (8)

For t = 1 eV and k = π/3, this integral, evaluated at small η and extrapolated to η = 0, gives g(0) = −0.57735 i per eV. Equation (7) gives −i/(2 sin(π/3)) = −i/√3 per eV, the same number.

4. The on-site value and the density of states

The impurity occupies one site, so the scattering is governed by

g(0) = −i/(2t sin k).     (9)

Inside the band this is purely imaginary. Its size has a direct meaning. At n = 0 and small η, equation (8) has the imaginary part

Im g(0) = −∫ dq/(2π) η/[(E − ε(q))² + η²].

As η → 0 the fraction becomes π δ(E − ε(q)), a peak of area π. The integral then counts the host states at energy E:

Im g(0) = −πρ(E), ρ(E) = ∫ dq/(2π) δ(E − ε(q)).

Here ρ is the density of states per site and per spin. It can be evaluated without the Green function. The energy E is reached at q = k and q = −k, and at each point |dε/dq| = 2t sin k. Thus

ρ = (1/2π) · 2/(2t sin k) = 1/(2πt sin k),     (10)

which agrees with −Im g(0)/π from equation (9). For t = 1 eV and k = π/3, counting the levels in a narrow energy window gives 0.1838 per eV, and so does equation (10).

By equation (2), 2t sin k = ħv. In this wire a high density of states and a low velocity are the same fact, and either may be used to describe the scattering.

5. One impurity

Now add the impurity. A stationary state satisfies

(E − H₀)ψ = Vψ, with (Vψ)ₙ = U δₙ₀ ψ₀.

The right side acts as a source on site 0 with strength Uψ₀. The solution with an incident wave from the left and outgoing scattered waves is

ψₙ = exp(ikn) + g(n) U ψ₀.     (11)

To check it, apply E − H₀. The first term gives zero by equation (1), and the second gives δₙ₀Uψ₀ by the definition of g.

The unknown ψ₀ appears on both sides. Setting n = 0 gives

ψ₀ = 1 + g(0) U ψ₀,

ψ₀ = 1/[1 − U g(0)].     (12)

From equation (9),

1 − U g(0) = 1 + iU/(2t sin k).

Its real part is 1, so the division is allowed for every real U and every k inside the band. Repeated substitution of equation (11) into itself would instead give the series

ψ₀ = 1 + U g(0) + [U g(0)]² + …,

whose terms describe successive scatterings from the same site. It converges for |U| < 2t sin k. Equation (12) was obtained by solving a linear equation and does not need this condition.

6. The amplitudes and the result

For n ≥ 0, equation (7) gives g(n) = g(0) exp(ikn). Equation (11) becomes

ψₙ = [1 + g(0)Uψ₀] exp(ikn) = ψ₀ exp(ikn),

where the line above equation (12) was used. The transmitted amplitude equals the amplitude on the impurity:

τ = ψ₀ = 2t sin k/(2t sin k + iU).     (13)

For n ≤ 0, g(n) = g(0) exp(−ikn), and the reflected amplitude is

r = g(0)Uψ₀ = τ − 1 = −iU/(2t sin k + iU).     (14)

The squared magnitude of the common denominator is 4t² sin²k + U². Therefore

T = 4t² sin²k/(4t² sin²k + U²),     (15)

R = |r|² = U²/(4t² sin²k + U²).     (16)

Their sum is 1. Since 4t² sin²k = 4t² − 4t² cos²k = 4t² − E², the same result as a function of energy is

T = (4t² − E²)/(4t² − E² + U²), for |E| < 2t.     (17)

The inverse amplitude is 1/τ = 1 + iU/(2t sin k). It has the form required by section 1, with x = U/(2t sin k).

The lattice equation at site 0 gives a check that uses no Green function. With r = τ − 1, the neighbouring amplitudes add up to

ψ₁ + ψ₋₁ = τ exp(ik) + exp(−ik) + (τ − 1) exp(ik) = 2τ exp(ik) − 2i sin k.

The site equation Eτ = −t(ψ₁ + ψ₋₁) + Uτ then reads

τ[−2t cos k + 2t exp(ik) − U] = 2it sin k,

τ(2it sin k − U) = 2it sin k.

Division by i turns −U into +iU and reproduces equation (13).


SECOND HALF: MEANING, CONDUCTANCE AND LIMITS OF THE RESULT

7. Symbols and results carried over

The wire has hopping −t with t > 0, host site energy zero, and one site n = 0 with real energy U. A wave incident from the left has 0 < k < π, energy E = −2t cos k and velocity v = (2t/ħ) sin k. The host Green function is g(n) = exp(iκ|n|)/(2it sin κ) at complex energy z = −2t cos κ with Im κ > 0. Inside the band and for η → 0, g(0) = −i/(2t sin k) = −iπρ, where ρ is the host density of states per site and spin. The transmitted and reflected amplitudes are

τ = 1/[1 − U g(0)] = 2t sin k/(2t sin k + iU), r = τ − 1,

and the transmission probability is

T = 4t² sin²k/(4t² sin²k + U²).

8. Transmission as propagation across the impurity

The Green function G of the wire with the impurity gives a second view of τ. Let G(n,m) be the response on site n to a unit source on site m. The impurity acts as an additional source of strength U G(0,m), so

G(n,m) = g(n − m) + g(n) U G(0,m).

Set n = 0 and use g(−m) = g(m):

G(0,m) = g(m)/[1 − U g(0)].

Inserting this gives

G(n,m) = g(n − m) + g(n) U g(m)/[1 − U g(0)].     (18)

The division is allowed for η > 0 and U ≠ 0, because Im g(0) is then negative, as the integral in section 4 shows, and U g(0) cannot equal the real number 1.

Suppose the source is on the left and the observer on the right, m ≤ 0 ≤ n. Then |n| + |m| = n − m, and the exponentials combine:

g(n)g(m) = g(0)g(n − m).

Divide equation (18) by g(n − m):

G(n,m)/g(n − m) = 1 + U g(0)/[1 − U g(0)] = 1/[1 − U g(0)].     (19)

Inside the band, as η → 0, this is τ. The transmission amplitude is the factor by which the impurity changes propagation from one side to the other, and the factor does not depend on how far away the two sites are.

For two sites on the same side, let p be the smaller of |n| and |m|. Then |n| + |m| = |n − m| + 2p, and the ratio becomes

G(n,m)/g(n − m) = 1 + exp(2iκp) U g(0)/[1 − U g(0)].

The extra phase belongs to the path that goes to the impurity and back. This ratio contains the interference of the direct and the reflected wave. Unlike equation (19), it varies with p. Inside the band, as η → 0 and for U ≠ 0, it equals τ only where exp(2ikp) = 1.

For t = 1 eV, U = 1.5 eV and E = −1 eV, a direct solution of the lattice equations at η = 0.05 eV gives the ratio 0.5706 − 0.4867i for sites on opposite sides. At η = 0 the amplitude is τ = 0.5714 − 0.4949i. The small difference is the effect of finite η: equation (19) holds at each complex energy, but its right side varies with η.

The transmission probability of one shifted site is now known in closed form, equation (15), and inside the band its amplitude τ is the factor by which the impurity changes propagation from one side to the other. What remains is to interpret the formula, find the bound state, obtain the conductance, work through an example and see where the result fails.

All numerical values are calculated from the stated model.
